# Thermal Statistics of Nondegenerate Electrons in a Two-Band Kane Dispersion: a program that tests the result

```python
# Result under test: nondegenerate electrons with the two-band Kane dispersion
#   E (1 + E/gap) = hbar^2 k^2 / (2 m)          (E from the conduction edge)
# have density n = Nc exp(mu/kT) F(x), x = gap/(2kT), where
#   F(x) = sqrt(2x/pi) exp(x) K2(x) = 1 + 15 kT/(4 gap) + R,
#   0 < R < 105/(128 x^2), and Nc = 2 (m kT / (2 pi hbar^2))^(3/2).
# Their gamma = 1 + 2E/gap follows the Maxwell-Juttner law with limiting
# speed u = sqrt(gap/(2m)).
# Units inside: eV, nm, masses in free-electron masses.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import kve, gamma as gamma_function, gammaincc

HB2 = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m0 in eV nm^2
PER_CM3 = 1e21                                     # nm^-3 to cm^-3

# Rough typical values for n-type InAs at room temperature
temperature = 300.0
gap, mass, spin_orbit = 0.35, 0.024, 0.39
hole_mass, permittivity = 0.4, 15.0
density_cm3 = 1e16
kT = const.k * temperature / const.e
x = gap / (2 * kT)


def bessel_factor(y):
    """F(y); kve(2, y) is exp(y) K2(y)."""
    return np.sqrt(2 * y / np.pi) * kve(2, y)


def direct_factor(y):
    """Density over parabolic density, by quadrature over momentum."""
    q_max = np.sqrt(y) * np.sqrt((1 + 45 / y)**2 - 1)

    def integrand(q):
        return q * q * np.exp(-q * q / (1 + np.sqrt(1 + q * q / y)))
    value = quad(integrand, 0, q_max, epsabs=0, epsrel=1e-12, limit=400)[0]
    return np.sqrt(2 / np.pi) * value


def coupling(so, free):
    """s-p coupling P (eV nm) that keeps the edge mass fixed."""
    return np.sqrt(HB2 / 2 * (1 / mass - free)
                   * gap * (gap + so) / (gap + 2 * so / 3))


def conduction(k, so=0.0, free=0.0):
    """Two conduction energies at each k, from the matrix in the basis
    (s, px, py, pz) x spin; free = 1 adds the free-electron kinetic term."""
    k = np.atleast_2d(k)
    P = coupling(so, free)
    orbital = np.zeros((len(k), 4, 4), complex)
    for j in range(3):
        orbital[:, 0, j + 1] = 1j * P * k[:, j]
        orbital[:, j + 1, 0] = -1j * P * k[:, j]
        orbital[:, j + 1, j + 1] = -gap - so / 3
    H = np.einsum('nab,st->nasbt', orbital, np.eye(2)).reshape(-1, 8, 8)
    pauli = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    for a in range(3):
        L = np.zeros((4, 4), complex)
        b, d = (a + 1) % 3, (a + 2) % 3
        L[b + 1, d + 1], L[d + 1, b + 1] = -1j, 1j
        H = H + (2 * so / 3) * np.kron(L, pauli[a] / 2)
    kinetic = free * HB2 / 2 * np.sum(k * k, axis=1)
    return np.linalg.eigvalsh(H)[:, 6:] + kinetic[:, None]


k_scale = np.sqrt(mass * gap / (2 * HB2))          # m u / hbar, nm^-1
u_eVnm = coupling(0.0, 0.0)                       # hbar u
to_cm_s = 1e-9 * const.e / const.hbar * 100       # eV nm to cm/s
Nc = 2 * (mass * kT / (2 * np.pi * HB2))**1.5

# Dispersion, isotropy, and edge mass from diagonalization
rng = np.random.default_rng(4)
k_test = rng.normal(size=(40, 3)) * k_scale
k2_test = np.sum(k_test**2, axis=1)
E_test = conduction(k_test)
assert np.allclose(E_test * (1 + E_test / gap),
                   (HB2 * k2_test / (2 * mass))[:, None], rtol=1e-9)
direction = np.array([1.0, 2.0, -0.5])
direction /= np.linalg.norm(direction)
for so, free in [(0, 0), (spin_orbit, 0), (0, 1)]:
    k_small = 1e-3 * k_scale
    E_small = conduction(k_small * direction, so, free)[0]
    assert np.allclose(E_small / (HB2 * k_small**2 / 2), 1 / mass, rtol=1e-5)
    E_a = conduction(k_scale * direction, so, free)
    E_b = conduction([0, 0, k_scale], so, free)
    assert np.allclose(E_a, E_b, rtol=1e-9)


# Density from an explicit three-dimensional sum over k points
def box_density(step):
    m_max = round(4.8 / step)
    axis = step * k_scale * np.arange(-m_max, m_max + 1)
    points = np.stack(np.meshgrid(axis, axis, axis), -1).reshape(-1, 3)
    weight = (step * k_scale / (2 * np.pi))**3
    return weight * np.exp(-conduction(points) / kT).sum()


coarse, fine = box_density(0.4), box_density(0.3)
F = bessel_factor(x)
assert abs(fine / (Nc * F) - 1) < 1e-6

# Expansion, its bound, and both limits, against momentum quadrature
table = []
for y in [1, 2, 5, 10, 20, 50]:
    value = direct_factor(y)
    first = 1 + 15 / (8 * y)
    assert abs(value / bessel_factor(y) - 1) < 1e-9
    assert 0 < value - first < 105 / (128 * y**2)
    by_energy = quad(lambda s: (s * (1 + s / (2 * y)))**1.5 * np.exp(-s),
                     0, 60, epsrel=1e-11, limit=300)[0] / gamma_function(2.5)
    assert abs(by_energy / value - 1) < 1e-8
    table.append((y, value, first, 100 * (first / value - 1)))
slope_numeric = (direct_factor(1e3) - 1) * 1e3
assert abs(slope_numeric - 15 / 8) < 2e-3
second_numeric = (direct_factor(200) - 1 - 15 / 1600) * 200**2
assert abs(second_numeric - 105 / 128) < 3e-3
linear_limit = 2 * np.sqrt(2 / np.pi) * 1e-3**-1.5
assert abs(direct_factor(1e-3) / linear_limit - 1) < 2e-3

# Radial k mesh: averages from eigenvalues and finite-difference velocity
dk = 0.003 * k_scale
k_radial = dk * np.arange(1, 2001)


def radial_energies(so=0.0, free=0.0, shift=0.0):
    return conduction((k_radial + shift)[:, None] * direction, so, free)


shell = 4 * np.pi * k_radial**2 * dk / (2 * np.pi)**3
E_radial = radial_energies()
weights = shell[:, None] * np.exp(-E_radial / kT)
assert abs(weights.sum() / (Nc * F) - 1) < 1e-6
mean_E_direct = (weights * E_radial).sum() / weights.sum()
mean_E = gap / 2 * (kve(1, x) / kve(2, x) + 3 / x - 1)
assert abs(mean_E_direct / mean_E - 1) < 1e-6
y = 1e3
scaled_E = y * (kve(1, y) / kve(2, y) + 3 / y - 1)
assert abs((scaled_E - 1.5) * y - 15 / 8) < 5e-3
delta = 1e-3 * k_scale
speed = (radial_energies(shift=delta)
         - radial_energies(shift=-delta)) / (2 * delta)
assert speed.max() < u_eVnm
mean_v_direct = (weights * speed).sum() / weights.sum()
mean_v = u_eVnm * 2 * (1 + x) / (x**2 * kve(2, x))
assert abs(mean_v_direct / mean_v - 1) < 1e-5
mean_v_parabolic = np.sqrt(8 * kT * HB2 / (np.pi * mass))


# Juttner law: share of electrons above chosen energies
def energy_at(k):
    return conduction(k * direction)[0, 1]


def k_weight(k):
    return k * k * np.exp(-energy_at(k) / kT)


def juttner(g):
    return x * g * np.sqrt(g * g - 1) * np.exp(-x * (g - 1)) / kve(2, x)


k_top = 6 * k_scale
total = quad(k_weight, 0, k_top, epsabs=0, epsrel=1e-9)[0]
for E_cut in [0.02, 0.05, 0.1]:
    k_cut = brentq(lambda k: energy_at(k) - E_cut, 0, k_top, xtol=1e-13)
    share_direct = quad(k_weight, k_cut, k_top, epsabs=0,
                        epsrel=1e-9)[0] / total
    g_cut = 1 + 2 * E_cut / gap
    share = quad(juttner, g_cut, g_cut + 40 / x, epsabs=0, epsrel=1e-9)[0]
    assert abs(share_direct / share - 1) < 1e-6
share_parabolic = gammaincc(1.5, E_cut / kT)

# Chemical potential at the chosen density, and Fermi-Dirac occupation
n = density_cm3 / PER_CM3
mu_parabolic = kT * np.log(n / Nc)
mu = kT * np.log(n / (Nc * F))


def fermi_density(m):
    return (shell[:, None] / (np.exp((E_radial - m) / kT) + 1)).sum()


mu_fermi = brentq(lambda m: fermi_density(m) - n, mu - 0.05, mu + 0.1,
                  xtol=1e-13)
j = np.arange(1, 16)
series = Nc * np.sum((-1.0)**(j + 1) * np.exp(j * mu / kT)
                     * bessel_factor(j * x) / j**1.5)
assert abs(series / fermi_density(mu) - 1) < 1e-6


# Other neglected effects
def factor_change(so, free):
    E = radial_energies(so, free)
    return 100 * ((shell[:, None] * np.exp(-E / kT)).sum() / (Nc * F) - 1)


change_so = factor_change(spin_orbit, 0.0)
change_free = factor_change(0.0, 1.0)
gap_step = 0.02
change_gap = 100 * (bessel_factor((gap - gap_step) / (2 * kT)) / F - 1)
Nv = 2 * (hole_mass * kT / (2 * np.pi * HB2))**1.5
holes = Nv * np.exp(-(gap + mu) / kT)

# Screening cloud: (r phi)'' = r phi in units of the Debye length;
# the slope of r phi at r = 0 is the potential of the cloud at the charge
h, points = 0.01, 2000
bands = np.ones((3, points))
bands[1] = -2 - h * h
source = np.zeros(points)
source[0] = -1.0
r_phi = solve_banded((1, 1), bands, source)
cloud = (-3 + 4 * r_phi[0] - r_phi[1]) / (2 * h)
assert abs(cloud + 1) < 1e-3
eps = permittivity * const.epsilon_0
debye = np.sqrt(eps * kT / (const.e * density_cm3 * 1e6))
coulomb_shift = -const.e / (8 * np.pi * eps * debye)
assert abs(cloud / 2 * const.e / (4 * np.pi * eps * debye)
           / coulomb_shift - 1) < 1e-3

print("INPUTS (rough values, n-type InAs regime)")
print(f"temperature = {temperature:.0f} K, kT = {kT*1e3:.3f} meV")
print(f"gap = {gap:.2f} eV, edge mass = {mass:.3f} m0")
print(f"electron density = {density_cm3:.1e} cm^-3")
print(f"spin-orbit splitting = {spin_orbit:.2f} eV")
print(f"hole mass = {hole_mass:.1f} m0, permittivity = {permittivity:.0f}")
print("DENSITY")
print(f"x = gap/(2kT) = {x:.4f}")
print(f"exp(x) K2(x) = {kve(2, x):.5f}")
print(f"Nc = {Nc*PER_CM3:.4e} cm^-3")
print(f"F from Bessel formula = {F:.5f}")
print(f"F from 3D k sum = {fine/Nc:.5f}")
print(f"relative shift, mesh 0.4 to 0.3 = {fine/coarse-1:.1e}")
print(f"Nc*F = {Nc*F*PER_CM3:.4e} cm^-3")
print(f"15kT/(4 gap) = {15*kT/(4*gap):.5f}")
print(f"remainder R = {F-1-15/(8*x):.5f}")
print(f"bound on R = {105/(128*x*x):.5f}")
print("TABLE: x, F, first order, error of first order in %")
for row in table:
    print("{:3d}  {:.5f}  {:.5f}  {:.3f}".format(*row))
print(f"(F-1)x by quadrature at x=1000: {slope_numeric:.4f}")
print("DISTRIBUTION (Kane, then parabolic)")
print(f"limiting speed u = {u_eVnm*to_cm_s:.3e} cm/s")
print(f"mean speed = {mean_v*to_cm_s:.3e}, "
      f"{mean_v_parabolic*to_cm_s:.3e} cm/s")
print(f"mean energy = {mean_E*1e3:.2f}, {1.5*kT*1e3:.2f} meV")
print(f"share above {E_cut:.1f} eV = {100*share:.2f}, "
      f"{100*share_parabolic:.2f} %")
print(f"chemical potential = {mu*1e3:.2f}, {mu_parabolic*1e3:.2f} meV")
print(f"shift -kT ln F = {-kT*np.log(F)*1e3:.2f} meV")
print("NEGLECTED EFFECTS")
print(f"exp(mu/kT) = {np.exp(mu/kT):.4f}")
print(f"Fermi-Dirac: density at same mu {100*(fermi_density(mu)/n-1):.2f} %")
print(f"Fermi-Dirac: mu at same density {(mu_fermi-mu)*1e3:+.2f} meV")
print(f"finite spin-orbit splitting: F {change_so:+.2f} %")
print(f"free-electron kinetic term: F {change_free:+.2f} %")
print(f"gap lower by {gap_step:.2f} eV, same mass: F {change_gap:+.2f} %")
print(f"thermal holes / electrons = {100*holes/n:.2f} %")
print(f"Debye length = {debye*1e9:.1f} nm")
print(f"Debye-Hueckel shift of mu = {coulomb_shift*1e3:.2f} meV")
print("success")
```

Running it gives:

```
INPUTS (rough values, n-type InAs regime)
temperature = 300 K, kT = 25.852 meV
gap = 0.35 eV, edge mass = 0.024 m0
electron density = 1.0e+16 cm^-3
spin-orbit splitting = 0.39 eV
hole mass = 0.4 m0, permittivity = 15
DENSITY
x = gap/(2kT) = 6.7693
exp(x) K2(x) = 0.62335
Nc = 9.3302e+16 cm^-3
F from Bessel formula = 1.29402
F from 3D k sum = 1.29402
relative shift, mesh 0.4 to 0.3 = -1.6e-05
Nc*F = 1.2073e+17 cm^-3
15kT/(4 gap) = 0.27699
remainder R = 0.01703
bound on R = 0.01790
TABLE: x, F, first order, error of first order in %
  1  3.52407  2.87500  -18.418
  2  2.11576  1.93750  -8.425
  5  1.40574  1.37500  -2.187
 10  1.19542  1.18750  -0.663
 20  1.09576  1.09375  -0.184
 50  1.03783  1.03750  -0.031
(F-1)x by quadrature at x=1000: 1.8758
DISTRIBUTION (Kane, then parabolic)
limiting speed u = 1.132e+08 cm/s
mean speed = 6.161e+07, 6.946e+07 cm/s
mean energy = 44.98, 38.78 meV
share above 0.1 eV = 8.13, 5.18 %
chemical potential = -64.40, -57.73 meV
shift -kT ln F = -6.66 meV
NEGLECTED EFFECTS
exp(mu/kT) = 0.0828
Fermi-Dirac: density at same mu -2.48 %
Fermi-Dirac: mu at same density +0.67 meV
finite spin-orbit splitting: F -2.63 %
free-electron kinetic term: F -1.41 %
gap lower by 0.02 eV, same mass: F +1.46 %
thermal holes / electrons = 1.01 %
Debye length = 46.3 nm
Debye-Hueckel shift of mu = -1.04 meV
success
```
